# Neutralization of an ion pair by double passage of a curve crossing: a program that tests the result

```python
# Result under test: an ion pair that passes one ionic-covalent crossing twice
# is neutralized with phase-averaged probability 2 p (1-p) <= 1/2, where
# p = exp(-2 pi V^2 / (hbar v dF)) is the chance to stay on a diabatic curve.
# V: coupling, v: radial speed at the crossing, dF: difference of slopes.
# The coherent probability is 2 p (1-p) (1 + cos(phase)) and may exceed 1/2.
# Internal units are atomic units; printed numbers carry their own units.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import minimize, minimize_scalar
from scipy.special import expn

HARTREE = sc.physical_constants['Hartree energy in eV'][0]
BOHR_NM = sc.physical_constants['Bohr radius'][0] * 1e9
V_AU = sc.physical_constants['atomic unit of velocity'][0]
AMU = sc.atomic_mass / sc.m_e

# Round model parameters
mass_u, gap_eV, coupling_eV, energy_eV = 8.0, 1.2, 0.015, 0.05
temperature, pressure_mTorr, ion_density_cm3 = 600.0, 10.0, 1e11
decay_per_nm, polarizability_nm3 = 6.0, 0.005
mu = mass_u * AMU
gap, V0, E0 = (x / HARTREE for x in (gap_eV, coupling_eV, energy_eV))
Rx = 1 / gap
dF = gap / Rx


def stay_probability(l, energy, coupling):
    """Landau-Zener p for angular momentum l; zero beyond the crossing."""
    radial = energy + gap - (l + 0.5)**2 / (2 * mu * Rx**2)
    v = np.sqrt(2 * np.maximum(radial, 1e-14) / mu)
    return np.exp(-2 * np.pi * coupling**2 / (v * dF))


# --- Contour solution of the linear sweep: norm at finite times ---
x = np.linspace(-16, 22, 40001)
direction = np.exp(-0.25j * np.pi)
k = -0.5j + x * direction                 # passes below the origin
log_k = np.log(1j * k) - 0.5j * np.pi      # cut on positive imaginary axis
contour_error = 0.0
for nu in (0.05, 0.11, 0.25):
    expected = 2 * np.pi * np.exp(2 * np.pi * nu) / nu
    for t in (-4.0, 0.0, 4.0):
        f = np.exp(1j * k * t - 0.5j * k**2 + 1j * nu * log_k)
        f = f * direction * (x[1] - x[0])
        norm = abs(np.sum(f / k))**2 + abs(np.sum(f))**2 / nu
        contour_error = max(contour_error, abs(norm / expected - 1))
assert contour_error < 1e-6


# --- Direct propagation of inward and outward linear sweeps ---
def sweep(nu, sign, T=80.0, steps=2**17):
    w, dt = np.sqrt(nu), 2 * T / steps
    half_gap = 0.5 * sign * (-T + (np.arange(steps) + 0.5) * dt)
    omega = np.hypot(half_gap, w)
    c, s = np.cos(omega * dt), np.sin(omega * dt) / omega
    U = np.empty((steps, 2, 2), complex)
    U[:, 0, 0], U[:, 1, 1] = c - 1j * s * half_gap, c + 1j * s * half_gap
    U[:, 0, 1] = U[:, 1, 0] = -1j * s * w
    while len(U) > 1:
        U = U[1::2] @ U[0::2]

    def dressed(t):                        # removes finite-time admixture
        a = 0.5 * np.arctan(2 * w / t)
        return np.array([[np.cos(a), -np.sin(a)], [np.sin(a), np.cos(a)]])
    return dressed(sign * T).T @ U[0] @ dressed(-sign * T)


sweep_rows = []
for nu in (0.03, np.log(2) / (2 * np.pi), 0.25):
    inward, outward = sweep(nu, 1), sweep(nu, -1)
    p = np.exp(-2 * np.pi * nu)
    assert abs(abs(inward[0, 0])**2 - p) < 1e-3
    theta = np.arange(360) * 2 * np.pi / 360
    amp = (outward[1, 0] * inward[0, 0]
           + outward[1, 1] * np.exp(1j * theta) * inward[1, 0])
    prob = abs(amp)**2
    assert abs(prob.mean() - 2 * p * (1 - p)) < 2e-3
    assert abs(prob.max() - 4 * p * (1 - p)) < 3e-3
    assert prob.min() < 2e-3
    sweep_rows.append((abs(inward[0, 0])**2, prob.mean(), prob.max()))


# --- Two-channel radial Schroedinger equation, renormalized Numerov ---
def quantum_neutralization(l, energy, coupling, bump=0.0, decay=None):
    """Probability ionic -> covalent; bump shifts only the inner phase."""
    l, energy, coupling, bump = np.broadcast_arrays(
        np.asarray(l, float), energy, coupling, bump)
    h = 0.006
    R = np.arange(3.0, 40.0, h)
    wall = 20 * np.exp(-R)
    if decay is None:
        shape = np.exp(-((R - Rx) / 6)**2)
    else:
        shape = 2 / (1 + np.exp(2 * decay * (R - Rx)))
    hump = np.exp(-((R - 15) / 1.5)**2)
    g = h * h / 12
    cent = g * l * (l + 1)
    g_energy, g_V, g_bump = (2 * mu * g * y for y in (energy, coupling, bump))
    ionic = 2 * mu * g * (1 / R - wall)
    covalent = 2 * mu * g * (gap - wall)

    def diagonal(n):
        common = 1 + g_energy - cent / R[n]**2
        return common + ionic[n], common + covalent[n] - g_bump * hump[n]

    i11 = i12 = i22 = np.zeros(l.shape)
    last = len(R) - 1
    for n in range(1, last):
        a1, a2 = diagonal(n)
        c = -g_V * shape[n]
        d = 12 / (a1 * a2 - c * c)
        r11, r22, r12 = a2 * d - 10 - i11, a1 * d - 10 - i22, -c * d - i12
        det = 1 / (r11 * r22 - r12 * r12)
        i11, i22, i12 = r22 * det, r11 * det, -r12 * det
    b1, b2 = diagonal(last)
    k_old = [np.sqrt((a - 1) / g) for a in (a1, a2)]
    k_new = [np.sqrt((b - 1) / g) for b in (b1, b2)]
    q1, q2 = (y**-0.5 for y in k_old)
    o1, o2 = (kn**-0.5 * np.exp(0.5j * h * (ko + kn))
              for ko, kn in zip(k_old, k_new))
    X11, X12 = o1 - r11 * a1 / b1 * q1, -r12 * a2 / b1 * q2
    X21, X22 = -r12 * a1 / b2 * q1, o2 - r22 * a2 / b2 * q2
    det = X11 * X22 - X12 * X21
    S11 = (X22 * X11.conj() - X12 * X21) / det
    S21 = (X11 * X21 - X21 * X11.conj()) / det
    assert np.max(abs(abs(S11)**2 + abs(S21)**2 - 1)) < 2e-3
    return abs(S21)**2


# Fixed angular momentum, inner phase scanned through one cycle
l_scan, n_phase = 250, 24
Rg = np.linspace(11.5, 18.5, 2001)
k_cov = np.sqrt(2 * mu * (E0 + gap) - l_scan * (l_scan + 1) / Rg**2)
hump_integral = np.sum(np.exp(-((Rg - 15) / 1.5)**2) / k_cov) * (Rg[1] - Rg[0])
bumps = np.pi / (mu * hump_integral) * (np.arange(n_phase) / n_phase - 0.5)
scan_couplings_meV = np.array([5.0, 15.0, 30.0])
scan_V = scan_couplings_meV / 1000 / HARTREE
scan = quantum_neutralization(l_scan, E0, np.repeat(scan_V, n_phase),
                              np.tile(bumps, 3)).reshape(3, n_phase)
p_scan = stay_probability(l_scan, E0, scan_V)
mean_formula = 2 * p_scan * (1 - p_scan)
assert np.all(abs(scan.mean(axis=1) / mean_formula - 1) < 0.05)
assert np.all(abs(scan.max(axis=1) / (2 * mean_formula) - 1) < 0.05)


# --- Cross section: impact-parameter integral and full quantum sum ---
def head_on_exponent(energy, coupling=V0):
    return 2 * np.pi * coupling**2 / (np.sqrt(2 * (energy + gap) / mu) * dF)


def reduced_integral(lam):
    return expn(3, lam) - expn(3, 2 * lam)


def cross_section(energy):
    area = 4 * np.pi * Rx**2 * (1 + gap / energy)
    return area * reduced_integral(head_on_exponent(energy))


def impact_integrand(b):
    v = np.sqrt(max(2 * (E0 + gap - E0 * b**2 / Rx**2) / mu, 1e-30))
    p = np.exp(-2 * np.pi * V0**2 / (v * dF))
    return 2 * np.pi * b * 2 * p * (1 - p)


b_max = Rx * np.sqrt(1 + gap / E0)
direct = quad(impact_integrand, 0, b_max, limit=200)[0]
assert abs(direct / cross_section(E0) - 1) < 1e-5

energies_eV = np.array([0.03, 0.05, 0.10])
energies = energies_eV / HARTREE
l_all = np.arange(900)
P_all = quantum_neutralization(np.tile(l_all, 3), np.repeat(energies, 900), V0)
P_all = P_all.reshape(3, 900)
sigma_q = np.pi / (2 * mu * energies) * (P_all @ (2 * l_all + 1))
sigma_lz = np.array([cross_section(e) for e in energies])
# A single energy keeps a small interference remainder of a few per cent.
assert np.all(abs(sigma_q / sigma_lz - 1) < 0.07)
assert P_all[1].max() > 0.5               # one partial wave may exceed 1/2
P_decay = quantum_neutralization(l_all, E0, V0, decay=decay_per_nm * BOHR_NM)
sigma_decay = np.pi / (2 * mu * E0) * (P_decay @ (2 * l_all + 1))
assert abs(sigma_decay / sigma_lz[1] - 1) < 0.10
best = minimize_scalar(lambda y: -reduced_integral(y), bounds=(0.01, 3),
                       method='bounded', options={'xatol': 1e-9})
assert -4 * best.fun < 0.5


# --- Several crossings, explicit probability matrices ---
def final_populations(p_list):
    n = len(p_list)
    state = np.eye(n + 1)[0]
    for j in list(range(n)) + list(range(n - 1, -1, -1)):
        M = np.eye(n + 1)
        M[0, 0] = M[j + 1, j + 1] = p_list[j]
        M[0, j + 1] = M[j + 1, 0] = 1 - p_list[j]
        state = M @ state
    return state


rng = np.random.default_rng(7)
for _ in range(300):
    ps = rng.random(rng.integers(1, 7))
    populations = final_populations(ps)
    survival = 1.0
    for j in range(len(ps) - 1, -1, -1):
        channel = np.prod(ps[:j]) * ps[j] * (1 - ps[j]) * (1 + survival)
        assert abs(channel - populations[j + 1]) < 1e-12
        survival = (1 - ps[j])**2 + ps[j]**2 * survival
    assert abs(survival - populations[0]) < 1e-12
    assert populations[1:].max() <= 0.5 + 1e-12
best_total = []
for n in (1, 2, 3):
    fit = minimize(lambda y: final_populations(y)[0], np.full(n, 0.6),
                   bounds=[(0, 1)] * n)
    best_total.append(1 - fit.fun)
    assert abs(best_total[-1] - n / (n + 1)) < 1e-5

# --- Thermal rate coefficient ---
kT = sc.k * temperature / sc.e / HARTREE
thermal = quad(lambda y: cross_section(y * kT) * y * np.exp(-y), 0, 40)[0]
rate = np.sqrt(8 * kT / (np.pi * mu)) * thermal
rate_low = (4 * np.pi * Rx**2 * gap * reduced_integral(head_on_exponent(0.0))
            * np.sqrt(8 / (np.pi * mu * kT)))
assert abs(rate / rate_low - 1) < 0.06
RATE_CM3 = (BOHR_NM * 1e-7)**2 * V_AU * 100

# --- Worked numbers and sizes of neglected effects ---
vx = np.sqrt(2 * (E0 + gap) / mu)
lam = head_on_exponent(E0)
p0 = np.exp(-lam)
V_best = np.sqrt(np.log(2) * vx * dF / (2 * np.pi))
coulomb_eV_nm = HARTREE * BOHR_NM
Rx_nm, bmax_nm = Rx * BOHR_NM, b_max * BOHR_NM
zone_nm = np.sqrt(vx / dF) * BOHR_NM
debye = np.sqrt(sc.epsilon_0 * sc.k * temperature
                / (2 * ion_density_cm3 * 1e6 * sc.e**2)) * 1e9
gas = pressure_mTorr * 1e-3 * sc.torr / (sc.k * temperature)
third = gas * 4 / 3 * np.pi * (bmax_nm * 1e-9)**3
polar = coulomb_eV_nm * polarizability_nm3 / (2 * Rx_nm**4) * 1000

print(f"reduced mass = {mass_u:.1f} u")
print(f"energy release = {gap_eV:.2f} eV")
print(f"coupling V = {coupling_eV*1000:.1f} meV")
print(f"collision energy = {energy_eV:.3f} eV")
print(f"gas temperature = {temperature:.0f} K")
print(f"pressure = {pressure_mTorr:.1f} mTorr")
print(f"ion density = {ion_density_cm3:.1e} cm^-3")
print(f"crossing distance = {Rx_nm:.4f} nm")
print(f"slope difference = {dF*HARTREE/BOHR_NM:.4f} eV/nm")
print(f"head-on speed at crossing = {vx*V_AU:.1f} m/s")
print(f"head-on exponent = {lam:.4f} (no unit)")
print(f"stay probability p = {p0:.4f} (no unit)")
print(f"one-path probability p(1-p) = {p0*(1-p0):.4f} (no unit)")
print(f"averaged 2p(1-p) = {2*p0*(1-p0):.4f} (no unit)")
print(f"coherent maximum 4p(1-p) = {4*p0*(1-p0):.4f} (no unit)")
print(f"coupling for p = 1/2 = {V_best*HARTREE*1000:.2f} meV")
print(f"contour norm, largest relative error = {contour_error:.1e}")
for row in sweep_rows:
    print("sweep: p, mean, max = %.4f, %.4f, %.4f" % row)
print(f"phase scan at angular momentum l = {l_scan}")
for i, meV in enumerate(scan_couplings_meV):
    print(f"V = {meV:.0f} meV: p = {p_scan[i]:.4f}")
    print(f"  mean: quantum {scan[i].mean():.4f}, LZ {mean_formula[i]:.4f}")
    print(f"  max: quantum {scan[i].max():.4f}, LZ {2*mean_formula[i]:.4f}")
print(f"largest impact parameter = {bmax_nm:.3f} nm")
print(f"LZ cross section = {sigma_lz[1]*BOHR_NM**2:.2f} nm^2")
print(f"area-averaged probability = {4*reduced_integral(lam):.4f}")
print(f"best area average = {-4*best.fun:.4f} at exponent {best.x:.4f}")
for e, ratio in zip(energies_eV, sigma_q / sigma_lz):
    print(f"quantum/LZ cross section at {e:.2f} eV = {ratio:.4f}")
print(f"largest single-wave probability = {P_all[1].max():.4f}")
print(f"thermal rate coefficient = {rate*RATE_CM3:.3e} cm^3/s")
print(f"low-energy rate formula = {rate_low*RATE_CM3:.3e} cm^3/s")
for n, total in enumerate(best_total, 1):
    print(f"best total, {n} crossing(s) = {total:.4f}")
print(f"crossing-zone width = {zone_nm:.4f} nm")
print(f"zone width / crossing distance = {zone_nm/Rx_nm:.4f}")
print(f"coupling decay constant = {decay_per_nm:.1f} nm^-1")
print(f"decaying-V quantum/LZ ratio = {sigma_decay/sigma_lz[1]:.4f}")
print(f"summed polarizability = {polarizability_nm3:.4f} nm^3")
print(f"polarization shift at crossing = {polar:.3f} meV")
print(f"Debye length = {debye:.0f} nm")
print(f"screening shift = {coulomb_eV_nm/debye*1000:.3f} meV")
print(f"gas particles within b_max = {third:.2e} (count)")
print(f"least factor, one inner crossing = {(2-best_total[0])/2:.4f}")
print("done: every assertion held")
```

It prints:

```
reduced mass = 8.0 u
energy release = 1.20 eV
coupling V = 15.0 meV
collision energy = 0.050 eV
gas temperature = 600 K
pressure = 10.0 mTorr
ion density = 1.0e+11 cm^-3
crossing distance = 1.2000 nm
slope difference = 1.0000 eV/nm
head-on speed at crossing = 5491.1 m/s
head-on exponent = 0.3911 (no unit)
stay probability p = 0.6763 (no unit)
one-path probability p(1-p) = 0.2189 (no unit)
averaged 2p(1-p) = 0.4378 (no unit)
coherent maximum 4p(1-p) = 0.8757 (no unit)
coupling for p = 1/2 = 19.97 meV
contour norm, largest relative error = 9.3e-13
sweep: p, mean, max = 0.8282, 0.2846, 0.5691
sweep: p, mean, max = 0.5000, 0.5000, 1.0000
sweep: p, mean, max = 0.2079, 0.3293, 0.6587
phase scan at angular momentum l = 250
V = 5 meV: p = 0.9554
  mean: quantum 0.0847, LZ 0.0852
  max: quantum 0.1697, LZ 0.1703
V = 15 meV: p = 0.6635
  mean: quantum 0.4460, LZ 0.4466
  max: quantum 0.8936, LZ 0.8931
V = 30 meV: p = 0.1938
  mean: quantum 0.2993, LZ 0.3124
  max: quantum 0.5990, LZ 0.6249
largest impact parameter = 6.000 nm
LZ cross section = 51.04 nm^2
area-averaged probability = 0.4513
best area average = 0.4524 at exponent 0.4243
quantum/LZ cross section at 0.03 eV = 1.0450
quantum/LZ cross section at 0.05 eV = 1.0106
quantum/LZ cross section at 0.10 eV = 1.0449
largest single-wave probability = 0.9985
thermal rate coefficient = 6.227e-08 cm^3/s
low-energy rate formula = 5.978e-08 cm^3/s
best total, 1 crossing(s) = 0.5000
best total, 2 crossing(s) = 0.6667
best total, 3 crossing(s) = 0.7500
crossing-zone width = 0.0601 nm
zone width / crossing distance = 0.0501
coupling decay constant = 6.0 nm^-1
decaying-V quantum/LZ ratio = 1.0593
summed polarizability = 0.0050 nm^3
polarization shift at crossing = 1.736 meV
Debye length = 3780 nm
screening shift = 0.381 meV
gas particles within b_max = 1.46e-04 (count)
least factor, one inner crossing = 0.7500
done: every assertion held
```
